# Rotating collinear scattering matrices to obtain spin-transfer torque in a trilayer

A spin valve has two ferromagnets, F1 and F2, separated by a nonmagnetic spacer. To find the current-induced torque at several angles between the magnetizations, one can run a noncollinear calculation at each angle. Alternatively, one can compute each ferromagnet once with collinear spins and ask the transport program to rotate and join the results. The second choice is far cheaper. This guide derives what it does, when it is legitimate, and which diagnostics show that the angle has been applied correctly.

## What the setting assumes

Each ferromagnet must conserve spin along its own axis: no spin-orbit coupling and no spin-flip scattering. Its potential is held fixed as it turns. The cuts between the pieces must lie in nonmagnetic material. Transport is elastic and phase coherent.

The derivation uses one parabolic band and flat interfaces, so that the wave vector $k_\parallel$ along the layers is conserved. The unit vector $\mathbf m_i$ is the majority-spin direction of layer $i$; the magnetic moment points the opposite way. "Torque" means torque on the layer's spin angular momentum. We take $\mathbf m_1=\hat z$ and $\mathbf m_2=(\sin\theta,0,\cos\theta)$.

## The collinear input

Let $C=\hbar^2/2m$, and let $k$ be the wave number along the stack normal in the leads and spacer. In a slab of thickness $d$ and potential $V$ the wave number is $q$, with $q^2=k^2-V/C$. For a wave of unit amplitude arriving from the left, the right face has $\psi=t$ and $\psi'=ikt$. The solution inside with these values is
$$\psi(x)=t\left[\cos q(x-d)+\frac{ik}{q}\sin q(x-d)\right].$$
At the left face $\psi=1+r$ and $\psi'=ik(1-r)$. Setting $x=0$, and dividing the derivative condition by $ik$, gives
$$1+r=t\left[\cos qd-\frac{ik}{q}\sin qd\right],\qquad 1-r=t\left[\cos qd-\frac{iq}{k}\sin qd\right].$$
Half the sum and half the difference are
$$t=\frac{1}{\cos qd-\frac i2\left(\frac kq+\frac qk\right)\sin qd},\qquad r=i\rho t,\quad \rho=\frac12\left(\frac qk-\frac kq\right)\sin qd .$$
For a tunnelling spin $q$ is imaginary, but $\rho$ stays real. Since $\frac14(k/q+q/k)^2=1+\frac14(q/k-k/q)^2$, we have $|t|^{-2}=\cos^2qd+\sin^2qd+\rho^2=1+\rho^2$. Hence $|r|^2+|t|^2=1$. Also $r^*t$ is imaginary, so $r^*t+t^*r=0$. These two relations make the slab's scattering matrix unitary. The slab is symmetric, so the same $r$ and $t$ serve both sides.

## Applying the angle

In the slab's own frame the reflection matrix is $\mathrm{diag}(r_\uparrow,r_\downarrow)$. The projectors on its majority and minority spin are $(1\pm\mathbf m\cdot\boldsymbol\sigma)/2$, so in the common frame
$$R=\frac{r_\uparrow+r_\downarrow}{2}+\frac{r_\uparrow-r_\downarrow}{2}\,\mathbf m\cdot\boldsymbol\sigma ,$$
and likewise for $T$. The same matrix is $U\,\mathrm{diag}(r_\uparrow,r_\downarrow)\,U^\dagger$ with
$$U=\begin{pmatrix}\cos\frac\theta2&-\sin\frac\theta2\\ \sin\frac\theta2&\cos\frac\theta2\end{pmatrix},\qquad U\sigma_zU^\dagger=\begin{pmatrix}\cos\theta&\sin\theta\\ \sin\theta&-\cos\theta\end{pmatrix}=\mathbf m\cdot\boldsymbol\sigma .$$
The products $\cos^2\frac\theta2-\sin^2\frac\theta2$ and $2\sin\frac\theta2\cos\frac\theta2$ turn the half angle in $U$ into the full angle of $\mathbf m$. The projector form needs no half angle. With many transverse modes the rotation acts on the spin index alone.

## Joining the layers

Across a spacer of thickness $L$ each wave gains $P=e^{ikL}$. Put the reference plane at the right face of F1. Seen from there, F2 has
$$r_2=P^2R_2,\qquad t_2=PT_2,$$
where $t_2$ serves for transmission in either direction. Let $a$ and $b$ be the right- and left-moving spacer amplitudes at this plane. They are $2\times2$ matrices whose columns belong to the two incident spins. For incidence from the left,
$$a=T_1+R_1b,\qquad b=r_2a .$$
Substituting the second into the first gives $(1-R_1r_2)a=T_1$, so
$$a=(1-R_1r_2)^{-1}T_1,\qquad r=R_1+T_1b,\qquad t=t_2a .$$
For incidence from the right, $b=t_2+r_2a$ and $a=R_1b$, hence
$$b=(1-r_2R_1)^{-1}t_2,\qquad t'=T_1b,\qquad r'=R_2+t_2a .$$
The order of factors matters because $[\mathbf m_1\cdot\boldsymbol\sigma,\mathbf m_2\cdot\boldsymbol\sigma]=2i(\mathbf m_1\times\mathbf m_2)\cdot\boldsymbol\sigma$ is nonzero for tilted layers. If a layer is not symmetric, every reflection of a spacer wave must be taken from the spacer side: $R_1$ in $a=T_1+R_1b$, in $a=R_1b$ and inside the inverses, and $R_2$ in $r_2$. The leading terms $R_1$ in $r$ and $R_2$ in $r'$ are reflections seen from the outer leads. If the layers also mix transverse modes, $P$ becomes a diagonal matrix and $r_2=PR_2P$. An asymmetric layer's transmission into the spacer then differs from that out of it. The first belongs in the source terms, $T_1$ in $a=T_1+R_1b$ and $t_2$ in $b=t_2+r_2a$, and the second in $r$, $t$, $r'$ and $t'$.

The joined matrix is unitary. Let spinors $u$ and $v$ arrive from the two leads and $w$ and $z$ leave into them. Flux conservation at F1 reads $|u|^2+|b|^2=|w|^2+|a|^2$, and at F2 $|a|^2+|v|^2=|b|^2+|z|^2$. Adding them cancels the spacer terms and leaves $|u|^2+|v|^2=|w|^2+|z|^2$. This holds for every input, so $S^\dagger S=1$.

## From amplitudes to torque

The spin current of a spinor wave is $\frac{\hbar}{2}\frac{\hbar}{m}\,\mathrm{Im}\,\psi^\dagger\boldsymbol\sigma\psi'$. With $\psi=ae^{ikx}+be^{-ikx}$,
$$\mathrm{Im}\,\psi^\dagger\boldsymbol\sigma\psi'=k\,\mathrm{Re}\left[a^\dagger\boldsymbol\sigma a-b^\dagger\boldsymbol\sigma b-a^\dagger\boldsymbol\sigma b\,e^{-2ikx}+b^\dagger\boldsymbol\sigma a\,e^{2ikx}\right].$$
The last two terms are a number's complex conjugate minus the number itself, so their real part vanishes. This needs a real $k$ shared by both spins, which is why the cut must be nonmagnetic. Summed over unpolarized incident electrons, the current is described by
$$\mathbf j=\mathrm{Tr}\,\boldsymbol\sigma(aa^\dagger-bb^\dagger).$$
Incoming states have density $1/(hv)$ per unit length and energy, where $v=\hbar k/m$. The physical spin current per unit energy is therefore $\frac\hbar2v\,\mathbf j/(hv)=\mathbf j/4\pi$. What enters a layer and does not leave it is the torque:
$$\boldsymbol\tau_1=\mathbf j_{\rm left}-\mathbf j_{\rm spacer},\qquad \boldsymbol\tau_2=\mathbf j_{\rm spacer}-\mathbf j_{\rm right}.$$

The equation of motion confirms this reading. Inside a layer the spin-dependent energy is $-\frac\Delta2\mathbf m\cdot\boldsymbol\sigma$, with $\Delta=V_\downarrow-V_\uparrow$. Using $[\sigma_i,\sigma_j]=2i\epsilon_{ijk}\sigma_k$, the rate of change of the electron spin is
$$\frac i\hbar\left[-\frac\Delta2m_i\sigma_i,\frac\hbar2\sigma_j\right]=\frac\Delta2\epsilon_{ijk}m_i\sigma_k=\frac\Delta2(\boldsymbol\sigma\times\mathbf m)_j .$$
In a steady state this source equals the growth of the spin current through the layer. With $\mathbf s=\psi^\dagger\boldsymbol\sigma\psi$, incoming minus outgoing current is thus $\frac\Delta2\int\mathbf m\times\mathbf s\,dx$. It is perpendicular to $\mathbf m$, so $\mathbf m_i\cdot\boldsymbol\tau_i=0$ at every angle.

At $\theta=0$ or $180^\circ$ all matrices are diagonal, so $\mathbf j$ has a $z$ component alone. The torque can then lie only along $z$, where it must vanish. The collinear torque is zero although the collinear spin current generally is not.

## Why two diagnostics are not enough

Suppose the full angle is entered in $U$ where the half angle belongs. The layer then points along $2\theta$. The matrix $U$ is still unitary, so $S$ is too. At $\theta=180^\circ$ the mistaken $U$ equals $-1$, which cancels between $U$ and $U^\dagger$. The program has built a parallel stack, whose torque is zero as well. Unitarity and both collinear limits are satisfied by a wrong calculation.

Two further quantities expose the error. One is $\mathbf m_2\cdot\boldsymbol\tau_2$ at an intermediate angle other than $90^\circ$, formed with the intended $\mathbf m_2$. At $90^\circ$ the mistaken stack is antiparallel, so its torque is zero and this check would pass. The other is the conductance at $180^\circ$, which must equal that of a collinear calculation with the two spins of F2 exchanged.

## Choosing how the bias is applied

Let $\boldsymbol\tau^L$ and $\boldsymbol\tau^R$ be the torques for electrons arriving from the left and from the right. If the left lead is raised by $eV/2$ and the right lowered by the same amount, the torque per mode is
$$\frac{eV}{4\pi}\,\frac{\boldsymbol\tau^L-\boldsymbol\tau^R}{2}.$$
If the left lead alone is raised by $eV$, the torque is $eV\boldsymbol\tau^L/4\pi$. The difference is $eV(\boldsymbol\tau^L+\boldsymbol\tau^R)/8\pi$, the change in the equilibrium torque when the mean energy shifts while the potentials of the stack and leads stay fixed.

This difference has no component in the plane of $\mathbf m_1$ and $\mathbf m_2$. With both in the $xz$ plane the Hamiltonian is real, so $\psi_n^*$ solves the same equation as the scattering state $\psi_n$. Conjugation turns outgoing waves into incoming ones, so $\psi_n^*=\sum_m\psi_mS^*_{mn}$. Unitarity then gives
$$\sum_n\psi_n^*(x)\psi_n^T(x')=\sum_m\psi_m(x)\psi_m^\dagger(x').$$
The sum over all incident states equals its own conjugate and is real. The matrices $\sigma_x$ and $\sigma_z$ are real too, so their currents, being imaginary parts, vanish. The matrix $\sigma_y$ is imaginary, and its current survives. The in-plane bias torque is therefore independent of the split, while the normal component must be quoted with it.

The equilibrium torque has a simple meaning. Turning $\mathbf m_2$ changes it by $\partial_\theta\mathbf m_2=\hat y\times\mathbf m_2$, so
$$\left\langle\partial_\theta H\right\rangle=-\frac\Delta2\int(\hat y\times\mathbf m_2)\cdot\mathbf s\,dx=-\tau_{2y}.$$
In equilibrium the left side is the angular slope of the grand potential, so $\tau_{2y}$ is minus that slope: this is interlayer exchange coupling.

## One mode followed through

Take a Fermi energy of 7 eV, a majority potential of zero and a minority step of 2 eV. F1, spacer and F2 are 3, 2 and 1.5 nm thick. Consider a mode with energy $E_z=Ck^2=3$ eV along the normal, at $\theta=90^\circ$. With $C=0.0381$ eV nm², $k=8.874$ nm⁻¹ and the minority $q=\sqrt{1/0.0381}=5.123$ nm⁻¹.

For minority electrons in F2, $qd=7.685$, so $\cos qd=0.168$ and $\sin qd=0.986$. The mean of $k/q=1.732$ and $q/k=0.577$ is 1.155. Hence
$$t_\downarrow=\frac1{0.168-1.138i}=0.127+0.860i,\qquad r_\downarrow=-0.569i\,t_\downarrow=0.489-0.072i .$$
The majority spin sees no step: $r_\uparrow=0$ and $t_\uparrow=e^{ikd}=0.736+0.677i$. At $90^\circ$, $\mathbf m_2\cdot\boldsymbol\sigma=\sigma_x$. The diagonal elements of $R_2$ are the mean, $0.245-0.036i$, and the off-diagonal ones are half the difference, $-0.245+0.036i$.

After joining, with electrons arriving from the left, the spin currents $(x,y,z)$ are

- left lead: $(0.1463,\ 0.1759,\ -0.0012)$
- spacer: $(0.2155,\ 0.0887,\ -0.0012)$
- right lead: $(0.2155,\ 0.0606,\ 0.0477)$

Subtraction gives $\boldsymbol\tau_1=(-0.069,0.087,0)$ and $\boldsymbol\tau_2=(0,0.028,-0.049)$. The $z$ component is unchanged across F1 and the $x$ component across F2, as $\mathbf m_i\cdot\boldsymbol\tau_i=0$ requires.

This mode pushes $\mathbf m_2$ away from $\mathbf m_1$. F1 alone would transmit a $z$ spin current of $|r_\downarrow|^2=0.035$, using its own $r_\downarrow=0.071+0.174i$. Reflections from F2 change that to $-0.0012$, while $0.0477$ leaves through the right lead. The torque of $-0.049$ is their difference, and nearly all of it comes from the outgoing current. The sum over modes below has the opposite sign, so a single $k_\parallel$ cannot stand in for it.

## Summing over the interface

At the Fermi energy $k^2+k_\parallel^2=k_F^2$, so the number of modes per area is $k_\parallel dk_\parallel/2\pi=k\,dk/2\pi$ in magnitude, with $k$ from 0 to $k_F=13.55$ nm⁻¹. The bias torque per area is
$$\frac{eV}{4\pi}\int_0^{k_F}\frac{k\,dk}{2\pi}\,\frac{\boldsymbol\tau^L-\boldsymbol\tau^R}2 .$$
Gaussian quadrature at a bias of 0.1 mV, held fixed at all angles, gives these torques in µJ/m², with electrons flowing from F1 to F2:

| $\theta$ | F2 toward $\mathbf m_1$ | F2 along $y$ | F1 toward $\mathbf m_2$ |
|---|---|---|---|
| 30° | 1.89 | 0.13 | −1.83 |
| 60° | 3.55 | 0.23 | −3.45 |
| 90° | 4.67 | 0.26 | −4.54 |
| 120° | 4.73 | 0.23 | −4.60 |
| 150° | 3.14 | 0.13 | −3.05 |

Going from 1600 to 3200 points moves no torque component by more than $2\times10^{-5}$ µJ/m². F2 is driven toward $\mathbf m_1$ while F1 is driven away from $\mathbf m_2$, so both turn in the same sense. At $90^\circ$ the normal torque on F2 is 6% of the in-plane one.

The angular dependence is not a sine. Dividing the F2 in-plane torque by $\sin\theta$ gives 3.8 at $30^\circ$ and 6.3 at $150^\circ$. Scaling one calculation at $90^\circ$ by $\sin\theta$ would therefore overestimate the first torque and underestimate the second.

The current density follows from $J=(e^2/h)V\int(k\,dk/2\pi)\,\mathrm{Tr}\,tt^\dagger$. At $90^\circ$ it is $8.5\times10^6$ A/cm², or $8.5\times10^{10}$ A/m². Then $\hbar J/2e=27.9$ µJ/m², and the torque efficiency is $4.67/27.9=0.167$.

The diagnostics can now be read. The largest element of $|S^\dagger S-1|$ over the mesh, at the five angles and both collinear limits, is $2\times10^{-14}$. The largest collinear torque component per mode is $2\times10^{-15}$. With the full-angle error, both stay below $10^{-13}$. But the component of the summed $\boldsymbol\tau_2$ along the intended $\mathbf m_2$ at $60^\circ$ is then 0.865 of its magnitude, where it should be zero. The layer really points along $120^\circ$. An in-plane torque perpendicular to that direction has a fraction $\sin60^\circ=0.866$ along $60^\circ$, and the small normal part lowers it slightly. The ratio of conductances at $180^\circ$ and $0^\circ$ becomes 1.000 instead of 0.803.

## The model beside a real spin valve

The parameters are a rough free-electron picture of cobalt/copper/cobalt, and the current density is of the order used to switch metallic spin valves, roughly $10^7$ A/cm². One uncertain input is the minority step, a crude stand-in for cobalt's $d$ bands. Steps of 1.5 and 2.5 eV change the in-plane torque on F2 at $90^\circ$ by −25% and +24%.

Real cobalt also breaks the assumption of coherent transport. With a rough minority mean free path of 1 nm, a fraction $1-e^{-1.5}=78\%$ of minority electrons crossing F2 at normal incidence scatter in one pass, and oblique ones scatter more. A potential $-iW$ imitates this loss. It gives $q$ an imaginary part $W/2Cq$, hence an intensity decay length $\lambda=Cq/W$. With $\lambda$ set at normal incidence to 1 nm for minority and a rough 6 nm for majority electrons, the in-plane torque found from the coherent spin currents entering and leaving F2 is 8% larger for the symmetric bias split, but 93% larger if the left lead alone is raised. Absorption makes the scattering matrix non-unitary, so the in-plane torque is no longer independent of the split. The missing part is carried by electrons that scatter and re-emerge. They must be restored before the effect of bulk scattering can be estimated, so neither percentage is a correction to the table.

Two effects that keep the transport coherent have little influence on the in-plane torque on F2 at $90^\circ$; the normal and equilibrium torques need their own averages. Averaging over the thermal window at 300 K changes the torque by less than 0.01%. Averaging over spacer thicknesses of 1.8, 2.0 and 2.2 nm with weights ¼, ½, ¼ changes it by −0.6%.

The leads matter more. The stack's resistance-area product at $90^\circ$ is 1.18 fΩ m², while 100 nm of copper at a rough 2 µΩ cm adds 2.0 fΩ m². The two cannot simply be added. The stack's value includes the contact (Sharvin) resistance of ideal ballistic leads, $(h/2e^2)(4\pi/k_F^2)=0.88$ fΩ m², which must be removed when the leads are diffusive. In a simple series estimate the stack then keeps $0.30/2.30=13\%$ of an applied voltage. The magnetoresistance is diluted too. The conductances $9.09\times10^{14}$ and $7.30\times10^{14}$ S/m² (parallel and antiparallel) correspond to 1.10 and 1.37 fΩ m², a change of 24%. With the contact resistance removed and the lead added, the same estimate gives $0.27/2.22=12\%$.

The equilibrium torque must be added separately. Each mode is weighted by $E_F-E_z$, the range of in-plane energies filled at that $k$. No potential here lies below the lead band bottom, so there are no bound states to add. At $90^\circ$ and zero temperature the result is −17.9 µJ/m² along $y$, nearly four times the in-plane bias torque at 0.1 mV. The negative sign means that the energy rises with angle there. This sum cancels heavily and needs its own mesh convergence: a mesh of about 1700 points that fixes the in-plane bias torque to $10^{-4}$ µJ/m² can still return −26 µJ/m² for it.

## Guidance for a calculation

Use the rotated collinear matrices when spin-orbit coupling and spin flip are weak over the layer thickness and when turning one magnet barely changes the other's potential. For F2 here, a rough 40 nm spin-flip length gives a thickness ratio of 4%. If the spacer is so thin that evanescent waves cross it, those waves must be kept in the matrices. If the magnets touch or the spacer is magnetized, calculate the noncollinear stack directly.

Converge the $k_\parallel$ mesh on the torque itself, at the angles of interest. Inspect unitarity, the collinear torques, $\mathbf m_i\cdot\boldsymbol\tau_i$ at an intermediate angle other than $90^\circ$, and the antiparallel conductance. None of these notices majority and minority spins exchanged in both layers, a slip that reverses the in-plane torque. An exchange in one layer alone also passes them when the collinear reference is built from the same input. It replaces $\theta$ by $180^\circ-\theta$, and in this model it makes the conductance at $180^\circ$ the larger one. Check the spin labels of the collinear input separately. Report the in-plane torque per current and state the lead model. A torque per voltage depends on how much lead the voltage includes, and spin accumulation in diffusive leads changes the torque per current too. With 50 nm of the copper above on each side and no spin flip in it, a circuit estimate with the contact resistance removed lowers the efficiency at $90^\circ$ from 0.167 to about 0.10 (to about 0.075 if the contact resistance is kept). Report the normal torque together with the bias split, and keep the equilibrium part separate.
